# Scalar relaxation of a spin-1/2 coupled to a quadrupolar spin-1

## Problem

A spin $I=1/2$ in a liquid has a scalar coupling $J$ (in Hz) to a spin $S=1$. The spin $S$ relaxes because molecular tumbling modulates its quadrupole coupling. In angular frequency units its quadrupole Hamiltonian is

$$H_{\mathbf n}=\frac{2\pi\chi}{4}\left[3(\mathbf S\cdot\mathbf n)^2-2\right],$$

where $\chi$ is the quadrupole coupling constant in Hz and the unit vector $\mathbf n$ is the axis of an axially symmetric field gradient. The tumbling is isotropic, and rank-2 functions of $\mathbf n$ lose correlation as $e^{-t/\tau_c}$. Take $2\pi\chi\tau_c$, $\omega_S\tau_c$ and $2\pi J\tau_c$ all much smaller than 1, and the temperature high enough for the three levels of $S$ to be equally populated. Let $|\omega_I-\omega_S|$ be large compared with $2\pi J$ and $1/T_{1S}$. Neglect any other relaxation of $I$.

(a) Find $T_{1S}$ and the jump rates between the levels of $S$.

(b) Find the spectrum of $I$ for any ratio of coupling to relaxation.

(c) Describe the multiplet when $S$ relaxes slowly, and find where its side maxima disappear.

(d) Find the linewidth when $S$ relaxes fast, its first correction, and its form for general $S$.

(e) How large is the error made by dropping the flip-flop part of the coupling?

(f) Evaluate the results for $J=50$ Hz, $\chi=3$ MHz, $\tau_c=20$ ps, $\nu_I=400$ MHz and $\nu_S=30$ MHz. Then follow the spectrum as $T_{1S}$ varies at the same $J$.

## Solution

### (a) Relaxation of S

Integrate $\dot\rho=-i[H(t),\rho]$ once, insert the result back into the equation, and average over the tumbling. The first-order term vanishes because $\langle H_{\mathbf n}\rangle=0$. Since $2\pi\chi\tau_c\ll1$, $\rho$ hardly changes during $\tau_c$ and can be taken out of the time integral. Since $\omega_S\tau_c\ll1$, Zeeman precession during $\tau_c$ can be ignored. The remaining integral of $e^{-t/\tau_c}$ is $\tau_c$, so

$$\dot\rho=-\tau_c\langle[H_{\mathbf n},[H_{\mathbf n},\rho]]\rangle
=-\tau_c\langle H_{\mathbf n}^2\rho+\rho H_{\mathbf n}^2-2H_{\mathbf n}\rho H_{\mathbf n}\rangle .$$

For a diagonal $\rho$, the last term feeds level $m'$ from level $m$ at the rate

$$W_{m'm}=2\tau_c\langle|\langle m'|H_{\mathbf n}|m\rangle|^2\rangle .$$

Terms that would turn populations into coherences carry $e^{\pm i\phi}$ or $e^{\pm2i\phi}$ and average to zero.

Write $\mathbf S\cdot\mathbf n=S_z\cos\theta+\tfrac12\sin\theta\,(S_+e^{-i\phi}+S_-e^{i\phi})$ and square it. For $S=1$ the off-diagonal elements of $(\mathbf S\cdot\mathbf n)^2$ have magnitudes

- $|\cos\theta\sin\theta|/\sqrt2$ between $m=0$ and $m=\pm1$,
- $\sin^2\theta/2$ between $m=1$ and $m=-1$.

With $\langle\cos^2\theta\rangle=1/3$ and $\langle\cos^4\theta\rangle=1/5$, the mean squares are $\tfrac12(\tfrac13-\tfrac15)=\tfrac1{15}$ and $\tfrac14(1-\tfrac23+\tfrac15)=\tfrac2{15}$. The prefactor of $(\mathbf S\cdot\mathbf n)^2$ in $H_{\mathbf n}$ is $\tfrac34(2\pi\chi)$, so

$$W_1=2\cdot\frac{9}{16}\cdot\frac1{15}(2\pi\chi)^2\tau_c=\frac{3}{40}(2\pi\chi)^2\tau_c,\qquad W_2=2W_1,$$

for $|\Delta m|=1$ and $2$. The population equations are

$$\dot p_{\pm}=-(W_1+W_2)p_\pm+W_1p_0+W_2p_\mp,\qquad
\dot p_0=-2W_1p_0+W_1(p_++p_-).$$

Subtracting the two equations for $p_\pm$ shows that $p_+-p_-$, and with it $\langle S_z\rangle$, decays at the rate $W_1+2W_2=5W_1$. Therefore

$$\frac1{T_{1S}}=\frac38(2\pi\chi)^2\tau_c,\qquad W_1=\frac1{5T_{1S}},\qquad W_2=\frac2{5T_{1S}} .$$

The combination $p_++p_--2p_0$ decays at $3W_1=3/(5T_{1S})$. The averaged double commutator has no preferred direction, so $\langle S_x\rangle$ decays like $\langle S_z\rangle$, and $T_{2S}=T_{1S}$.

### (b) The spectrum

Let $A=2\pi J$. With $\omega_I$ and $\omega_S$ far apart, the flip-flop terms of $A\,\mathbf I\cdot\mathbf S$ average out and $A I_zS_z$ remains. In the frame rotating with $I$, split the $I$ coherence into parts $\rho_m$ according to the level of $S$. Each part precesses at $Am$, and jumps of $S$ exchange the parts:

$$\dot\rho_m=-iAm\,\rho_m+\sum_nK_{mn}\rho_n,\qquad \rho_m(0)=\tfrac13 .$$

Here $K$ is the rate matrix of the populations found in (a).

From here on time is measured in units of $T_{1S}$, and $\omega$, the offset from the line centre, in units of $1/T_{1S}$. Define

$$x=2\pi JT_{1S},\qquad a=\tfrac23x^2,\qquad b=\tfrac13x^2,\qquad r=\tfrac35 .$$

The normalized vectors

$$e_0=\frac{(1,1,1)}{\sqrt3},\quad e_1=\frac{(1,0,-1)}{\sqrt2},\quad e_2=\frac{(1,-2,1)}{\sqrt6}$$

are eigenvectors of $K$ with eigenvalues $0,-1,-r$. Multiplication by $m$ gives

$$me_0=\sqrt{\tfrac23}\,e_1,\quad me_1=\sqrt{\tfrac23}\,e_0+\sqrt{\tfrac13}\,e_2,\quad me_2=\sqrt{\tfrac13}\,e_1 .$$

The signal is $f(t)=\sum_m\rho_m$, and the spectrum is $L(\omega)=\mathrm{Re}\,g$ with $g=\int_0^\infty f(t)e^{-st}dt$ and $s=-i\omega$. The initial state is $e_0/\sqrt3$ and the summation is $\sqrt3$ times the projection on $e_0$, so $g=v_0$, where

$$\begin{aligned}
s v_0+ix\sqrt{\tfrac23}\,v_1&=1,\\
(1+s)v_1+ix\sqrt{\tfrac23}\,v_0+ix\sqrt{\tfrac13}\,v_2&=0,\\
(r+s)v_2+ix\sqrt{\tfrac13}\,v_1&=0 .
\end{aligned}$$

Eliminating $v_2$ and then $v_1$ gives

$$\frac1g=s+\frac{a}{1+s+\dfrac{b}{r+s}}=s+\frac{a(r+s)}{N},\qquad N=(1+s)(r+s)+b .$$

Thus $g=N/D$ with $D=sN+a(r+s)$. Setting $s=-i\omega$ and using $a+b=x^2$,

$$N=r+b-\omega^2-i(1+r)\omega,\qquad D=ar-(1+r)\omega^2-i\omega(r+x^2-\omega^2).$$

Since $s$ is imaginary, $\mathrm{Re}(1/g)=a\,\mathrm{Re}[(r+s)N^*]/|N|^2$. Multiplying by $|g|^2=|N|^2/|D|^2$ gives $\mathrm{Re}\,g$. The numerator is

$$\mathrm{Re}[(r-i\omega)N^*]=r(r+b-\omega^2)+(1+r)\omega^2=r^2+rb+\omega^2 ,$$

and therefore

$$\boxed{L(\omega)=\frac{a\,(r^2+rb+\omega^2)}{[ar-(1+r)\omega^2]^2+\omega^2(r+x^2-\omega^2)^2}}$$

Its area is $\pi$ because $f(0)=1$. The numerical check compares this formula with the transformed free induction decay of the two-spin density matrix propagated with the coupling $AI_zS_z$; the effect of the flip-flop terms is treated in (e).

### (c) Slow relaxation and collapse

For $x\gg1$ the three parts precess at very different frequencies, and transfer between them averages out. Each line then keeps only its loss rate: $W_1+W_2=3/(5T_{1S})$ for the outer lines and $2W_1=2/(5T_{1S})$ for the centre. A decay rate $R$ gives a full width $R/\pi$ in Hz, so the widths are

$$\Delta\nu_{\rm outer}=\frac{3}{5\pi T_{1S}},\qquad \Delta\nu_{\rm centre}=\frac{2}{5\pi T_{1S}} .$$

The areas are equal, so the heights are as $2:3:2$. Every level has two exits, with rates $W_1+W_1$ for $m=0$ and $W_1+W_2$ for $m=\pm1$, so the outer lines are broader because $W_2=2W_1$ exceeds $W_1$.

To follow the collapse, put $u=\omega^2$, $y=x^2$ and $c=r^2+rb=0.36+0.2y$. The denominator of $L$ becomes

$$B(u)=u^3+(1.36-2y)u^2+(y^2-0.08y+0.36)u+0.16y^2 .$$

Differentiating $L=a(c+u)/B$ gives $dL/du=-aQ/B^2$ with $Q=(c+u)B'-B$, that is

$$\begin{aligned}Q={}&2u^3+(2.44-1.4y)u^2+(0.9792-0.896y-0.8y^2)u\\&+0.2y^3+0.184y^2+0.0432y+0.1296 .\end{aligned}$$

The constant term is positive for every $y>0$. Hence $L$ falls on leaving $u=0$, and the centre is a maximum at every $x$. Since $Q$ is positive both at $u=0$ and at large $u$, its positive roots come in pairs. A cubic can have one such pair: a valley and a side maximum. The pair merges when $Q=0$ and $dQ/du=0$ at the same positive $u$. Solving these two conditions numerically gives

$$x_c=1.437,\qquad (JT_{1S})_c=0.2287 .$$

Counting maxima in numerical spectra, at values of $x$ from 0.2 to 31, gave one maximum below this point and three above it.

### (d) Fast relaxation

For $x\ll1$ the line is narrow, with $\omega$ and hence $s$ of order $x^2$. To that order $b/(r+s)$ is $b/r$, and

$$\frac1g=s+a\left(1-s-\frac br\right)+O(x^6)=a\left(1-\frac br\right)+(1-a)s+O(x^6).$$

With $s=-i\omega$ this describes a Lorentzian whose half width at half height is

$$\frac{a(1-b/r)}{1-a}=a\left(1+a-\frac br\right)+O(x^6)=\frac{2x^2}{3}\left[1+\frac{x^2}{9}+O(x^4)\right],$$

because $a-b/r=\tfrac23x^2-\tfrac59x^2$. Restoring units, the leading term is $R_2=\tfrac23(2\pi J)^2T_{1S}$.

For general $S$, suppose again that the relaxation of $S$ has no preferred direction. The operator space of a spin $S$ contains one set of vector operators, so $S_z$ still decays as a single exponential with time $T_{1S}$. Let $c_0$ be the amplitude of the uniform part of the $I$ coherence and $c_1$ that of the part proportional to $m$, both normalized. To leading order in $A$,

$$\dot c_0=-iA\sqrt{\langle m^2\rangle}\,c_1,\qquad \dot c_1=-\frac{c_1}{T_{1S}}-iA\sqrt{\langle m^2\rangle}\,c_0 .$$

As $c_0$ changes slowly, $c_1\approx-iAT_{1S}\sqrt{\langle m^2\rangle}\,c_0$, and $c_0$ decays at the rate $A^2\langle m^2\rangle T_{1S}$. The three components of $\mathbf S$ have equal mean squares, so $\langle m^2\rangle=S(S+1)/3$ and

$$\boxed{R_2=\frac{(2\pi J)^2S(S+1)T_{1S}}{3},\qquad \Delta\nu=\frac{R_2}{\pi}=\frac{4\pi J^2S(S+1)T_{1S}}{3}}$$

Here $\Delta\nu$ is the full width in Hz. Faster relaxation of $S$ narrows the line, because $I$ then gathers less phase before its frequency changes. Inserting $T_{1S}$ from (a) for $S=1$ gives $R_2=\tfrac{16}{9}(J/\chi)^2/\tau_c$, so within this regime slower tumbling sharpens the $I$ line.

### (e) The flip-flop terms

The dropped terms are $\tfrac A2(I_+S_-+I_-S_+)$. Take first the fast limit of (d), where the $I$ coherence is spread uniformly over the levels of $S$. Use a frame in which both spins rotate at $\omega_S$, so that $I$ precesses at $\Delta=\omega_I-\omega_S$. Let $\rho$ contain $\alpha I_++\beta I_zS_+$. Two commutators are needed:

$$[I_-S_+,I_+]=-2I_zS_+,\qquad [I_+S_-,I_zS_+]=-\tfrac12I_+(S_-S_++S_+S_-).$$

The second uses $I_zI_+=-I_+I_z=\tfrac12I_+$, valid for spin 1/2. Averaged over the levels of $S$, $S_-S_++S_+S_-=2(S_x^2+S_y^2)$ becomes $\tfrac43S(S+1)$. Hence

$$\dot\beta=-\frac{\beta}{T_{1S}}+iA\alpha,\qquad \dot\alpha=-i\Delta\alpha+iA\frac{S(S+1)}3\beta .$$

To leading order $\beta$ follows $\alpha\propto e^{-i\Delta t}$, so $\beta=iA\alpha/(1/T_{1S}-i\Delta)$. Inserting this in $\dot\alpha$ and taking the real part of the decay rate adds

$$\frac{A^2S(S+1)}3\,\frac{T_{1S}}{1+\Delta^2T_{1S}^2}$$

to $R_2$. Relative to the result of (d), the omitted part is $1/(1+\Delta^2T_{1S}^2)$. It would double the rate at $\Delta=0$. Because $\beta$ is driven at $\omega_I$, its decay rate is $1/T_{1S}$ only if $\omega_I\tau_c\ll1$ as well; otherwise this real part is smaller by a factor of about $1/(1+\omega_I^2\tau_c^2)$, while the shift found next is unchanged. Since $1/(1/T_{1S}-i\Delta)=T_{1S}(1+i\Delta T_{1S})/(1+\Delta^2T_{1S}^2)$, the same term has an imaginary part, which adds $\frac{A^2S(S+1)}3\,\frac{\Delta T_{1S}^2}{1+\Delta^2T_{1S}^2}$ to the precession frequency $\Delta$ and moves the line away from $\omega_S$. Relative to the $R_2$ of (d) this shift is $\Delta T_{1S}/(1+\Delta^2T_{1S}^2)$. For $|\Delta|T_{1S}\gg1$ it is about $1/(\Delta T_{1S})$ and is the larger of the two errors. In a resolved multiplet each line has its own shift: second-order perturbation theory gives $A^2[S(S+1)-m^2]/(2\Delta)$, which for $S=1$ is $A^2/\Delta$ at the centre and $A^2/(2\Delta)$ for the outer lines. The mean over $m$ is $A^2S(S+1)/(3\Delta)$, the fast-limit shift at large $|\Delta|T_{1S}$.

### (f) Numbers

The conditions of (a) hold: $2\pi\chi\tau_c=3.8\times10^{-4}$ and $2\pi\nu_S\tau_c=3.8\times10^{-3}$. Then

$$\frac1{T_{1S}}=\frac38(2\pi\times3\times10^6\ \mathrm{s^{-1}})^2(20\times10^{-12}\ \mathrm s)=2665\ \mathrm{s^{-1}},$$

so $T_{1S}=0.3753$ ms and $x=2\pi(50\ \mathrm{Hz})T_{1S}=0.118$, well below $x_c$. The limiting width is

$$\Delta\nu=\frac{8\pi}{3}(50\ \mathrm{Hz})^2(0.3753\times10^{-3}\ \mathrm s)=7.86\ \mathrm{Hz},$$

or $R_2=24.7\ \mathrm{s^{-1}}$. The full line shape gives 7.87 Hz, larger by a factor 1.00136, while $1+x^2/9=1.00154$. With $\Delta T_{1S}=8.72\times10^5$, the flip-flop terms add a fraction $1.3\times10^{-12}$ to $R_2$ and shift the line by $1.15\times10^{-6}R_2$ in angular frequency to leading order in $x$; terms of relative order $x^2$ raise the shift by 1%, to $1.16\times10^{-6}R_2$. Here $\omega_I\tau_c=0.05$, so the extra condition of (e) is met.

Now keep $J=50$ Hz and vary $T_{1S}$. The side maxima disappear at $T_{1S}=4.57$ ms. Above that value the spectrum has three maxima:

| $T_{1S}$/ms | $x$ | outer offset/Hz | outer/centre height | valley/centre height |
|---|---|---|---|---|
| 100 | 31.4 | 49.98 | 0.666 | 0.003 |
| 20 | 6.28 | 49.54 | 0.644 | 0.060 |
| 10 | 3.14 | 48.08 | 0.589 | 0.201 |
| 5 | 1.57 | 39.84 | 0.473 | 0.449 |

At 100 ms the slow-limit widths are 1.91 Hz for the outer lines and 1.27 Hz for the centre, and the height ratio is close to $2/3$. At 5 ms the outer maxima have moved inwards, and reading $J$ from their offset would give a value 20% below the true one.

Below the critical value one maximum is left:

| $T_{1S}$/ms | $x$ | full width/Hz | limiting formula/Hz |
|---|---|---|---|
| 4 | 1.26 | 50.8 | 83.8 |
| 3 | 0.94 | 50.1 | 62.8 |
| 1 | 0.314 | 20.98 | 20.94 |
| 0.1 | 0.031 | 2.095 | 2.094 |

A single maximum is therefore not enough for the limiting formula. At 4 ms the formula exceeds the actual width by 65% of that width; at 1 ms the two agree to 0.2%. The correction $x^2/9$ improves the formula only when $x$ is small enough. It does so in the example above, at $x=0.118$, but at 1 ms it predicts an increase of 1.1% where the line shape gives 0.18%, so the higher terms already matter there; the 0.2% agreement of the limiting formula at 1 ms comes from their near cancellation of the $x^2/9$ term.

If $I$ also has an independent relaxation rate $R_0$, the signal is multiplied by $e^{-R_0t}$. In the fast limit $R_0/\pi$ then adds to the width and must be subtracted before $T_{1S}$ is deduced from it. If $\omega_S\tau_c$ is not small, the precession ignored in (a) matters: the time integral becomes $\tau_c/(1+\Delta m^2\omega_S^2\tau_c^2)$, so $W_1$ is divided by $1+\omega_S^2\tau_c^2$ and $W_2$ by $1+4\omega_S^2\tau_c^2$. The vectors $e_0,e_1,e_2$ remain eigenvectors of the rate matrix for any $W_1,W_2$, so the boxed line shape of (b) still holds with $1/T_{1S}=W_1+2W_2$ and $r=3W_1T_{1S}$. The results that use $r=3/5$, $T_{2S}=T_{1S}$ or the value of $T_{1S}$ from (a) must be recomputed. These are the widths and heights of (c) (at $\omega_S\tau_c=1$ the outer lines are already narrower than the centre), the polynomial $Q$ and $x_c$, the line-shape entries in the tables of (f), the correction $x^2/9$, the expression $R_2=\tfrac{16}{9}(J/\chi)^2/\tau_c$, and the fast-limit results of (e). The boxed width of (d) still holds for $S=1$. For larger $S$ its derivation no longer applies, because the relaxation then has a preferred direction and $\langle S_z\rangle$ need not decay as a single exponential.

## Table of computed values

```
J = 50 Hz, chi = 3 MHz, tau_c = 20 ps
nu_I = 400 MHz, nu_S = 30 MHz
2 pi chi tau_c = 3.770e-04
2 pi nu_S tau_c = 3.770e-03
1/T1S = 2664.8 s^-1
T1S = 0.3753 ms
T1S from random-jump model = 0.3753 ms
rank-2 rate times T1S, jump model = 0.6000
x = 2 pi J T1S = 0.1179
limiting R2 = 24.691 s^-1
limiting full width = 7.8595 Hz
full width from line shape = 7.8702 Hz
ratio = 1.00136, 1+x^2/9 = 1.00154
(omega_I-omega_S) T1S = 8.724e+05
relative flip-flop term = 1.31e-12
critical x = 1.4371
critical J*T1S = 0.2287
critical T1S at this J = 4.574 ms
Three maxima: T1S/ms, x, outer offset/Hz, outer/centre, valley/centre
  100.0  31.4159   49.982  0.6657  0.0025
   20.0   6.2832   49.538  0.6443  0.0596
   10.0   3.1416   48.075  0.5888  0.2008
    5.0   1.5708   39.838  0.4731  0.4493
One maximum: T1S/ms, x, full width/Hz, limit/Hz, ratio, 1+x^2/9
    4.0   1.2566   50.766   83.776  0.6060  1.1755
    3.0   0.9425   50.145   62.832  0.7981  1.0987
    1.0   0.3142   20.982   20.944  1.0018  1.0110
    0.1   0.0314    2.095    2.094  1.0001  1.0001
T1S = 100 ms: outer line width 3/(5 pi T1S) = 1.910 Hz
T1S = 100 ms: centre width 2/(5 pi T1S) = 1.273 Hz
outer/centre height at x = 200: 0.6666
fitted coefficient of x^2 in width = 0.11023
rate/limit for S = 1, 3/2, 5/2: 1.000000 1.000001 1.000002
rate/secular limit, (omega_I-omega_S)T1S = 0, 2, 10: 2.0000 1.2000 1.0099
largest FID-transform error / centre height = 1.0e-09
```
